# Proper Piezoelectric Response from Berry Phases of a Strained Crystal: test program

```python
"""
Result under test: for an insulator strained slowly at zero macroscopic field,
the proper piezoelectric tensor
    e_ijk = (e/Omega) sum_a a_a,i d p_a / d eps_jk
gives the transported charge and is the same on every polarization branch,
while the naive derivative is
    dP_i/deps_jk = e_ijk + delta_ij P_k - delta_jk P_i.
Symbols: a_a lattice vectors, Omega cell volume, F = 1 + eps deformation,
p_a reduced cell dipole (ions minus two electrons per Wannier centre),
P = (e/Omega) sum_a p_a a_a formal polarization, e elementary charge.
Model: one cation (core charge +2) and one anion site (core charge 0) per cell,
eight cation-anion bonds with hopping t0*(d0/d)**power, onsite +Delta, -Delta.
Reduced wave numbers run from 0 to 2 pi. Energies in eV, lengths in nm, time in fs.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const

E_CHARGE = const.e
HBAR_EV_FS = const.hbar / const.e * 1e15
CELL = np.diag([0.26, 0.25, 0.50])
VOLUME = np.linalg.det(CELL)
AREA = CELL[0, 0] * CELL[1, 1]
DELTA, T0, D0, POWER = 3.0, 0.6, 0.27, 3.5
U0 = -0.10
INTERNAL_INPLANE, INTERNAL_AXIAL = 0.10, 0.30
TO_UC = E_CHARGE * 1e18 * 100.0      # e/nm^2 expressed in uC/cm^2
BONDS = np.array(list(itertools.product((-1, 0), repeat=3)))
IDENTITY = np.eye(3)


def bloch_factors(shape):
    axes = [2 * np.pi * np.arange(n) / n for n in shape]
    kappa = np.stack(np.meshgrid(*axes, indexing="ij"), axis=-1)
    return np.exp(1j * (kappa @ BONDS.T))


STRING_FACTORS = [bloch_factors([48 if b == a else 12 for b in range(3)])
                  for a in range(3)]


def anion_position(F, relaxed=True, extra=0.0):
    s = np.array([0.5, 0.5, 0.5 + U0 + extra])
    if relaxed:
        green = 0.5 * (F.T @ F - IDENTITY)
        s[2] += INTERNAL_INPLANE * (green[0, 0] + green[1, 1])
        s[2] += INTERNAL_AXIAL * green[2, 2]
    return s


def hoppings(F, s):
    lengths = np.linalg.norm((BONDS + s) @ (F @ CELL).T, axis=1)
    return T0 * (D0 / lengths) ** POWER


def occupied_state(f):
    H = np.zeros(f.shape + (2, 2), complex)
    H[..., 0, 0], H[..., 1, 1] = DELTA, -DELTA
    H[..., 0, 1], H[..., 1, 0] = f, f.conj()
    return np.linalg.eigh(H)[1][..., 0]


def string_phase(v):
    overlap = np.sum(v.conj() * np.roll(v, -1, axis=0), axis=-1)
    return -np.angle(np.prod(overlap, axis=0)).mean() / (2 * np.pi)


def wannier_centre(F, relaxed=True, extra=0.0):
    s = anion_position(F, relaxed, extra)
    hop = hoppings(F, s)
    centre = np.zeros(3)
    for a in range(3):
        v = np.moveaxis(occupied_state(STRING_FACTORS[a] @ hop), a, 0)
        # remove the leading error of the discrete string
        berry = (4 * string_phase(v) - string_phase(v[::2])) / 3
        centre[a] = berry + s[a] * np.mean(np.abs(v[..., 1]) ** 2)
    return centre


def reduced_dipole(F, cation_cell=(0, 0, 0), relaxed=True, extra=0.0):
    return 2 * np.array(cation_cell) - 2 * wannier_centre(F, relaxed, extra)


def polarization(F, p):
    return TO_UC * (F @ CELL @ p) / (np.linalg.det(F) * VOLUME)


# ---- symbolic check of the change to lattice coordinates (two dimensions)
def check_frame_change():
    t, x, y, k1, k2 = sp.symbols("t x y k1 k2", real=True)
    m, hb = sp.symbols("m hbar", positive=True)
    h = sp.Matrix(2, 2, lambda i, j: sp.Function(f"h{i}{j}")(t))
    d11, d12, d22 = [sp.Function(n)(t) for n in ("d11", "d12", "d22")]
    D = sp.Matrix([[d11, d12], [d12, d22]])
    r, k = sp.Matrix([x, y]), sp.Matrix([k1, k2])
    h_inv = h.adjugate() / h.det()
    log_psi = (-sp.log(h.det()) / 2 + sp.I * m * (r.T * D * r)[0] / (2 * hb)
               + sp.I * (k.T * h_inv * r)[0])
    rates = {h[i, j].diff(t): (D * h)[i, j] for i in range(2) for j in range(2)}
    left = sp.I * hb * log_psi.diff(t).subs(rates)
    for c in (x, y):
        left += hb**2 / (2 * m) * (log_psi.diff(c, 2) + log_psi.diff(c) ** 2)
    q = h_inv.T * k
    right = (-hb**2 / (2 * m) * (q.T * q)[0]
             - m / 2 * (r.T * (D.diff(t) + D * D) * r)[0])
    assert sp.expand(sp.numer(sp.together(left - right))) == 0


check_frame_change()


# ---- real-time evolution: integrated current relative to the lattice
def transported_centre(strain, duration=16.0, steps=3200):
    factors = bloch_factors([12, 12, 12]).reshape(-1, 8)
    dt = duration / steps

    def deformation(z):
        return IDENTITY + (z - np.sin(2 * np.pi * z) / (2 * np.pi)) * strain

    s_old = anion_position(IDENTITY)
    v = occupied_state(factors @ hoppings(IDENTITY, s_old))
    c, a = v[:, 0], v[:, 1]
    moved = np.zeros(3)
    for n in range(steps):
        F = deformation((n + 0.5) / steps)
        s = anion_position(F)
        hop = hoppings(F, s)
        f = factors @ hop
        velocity = factors @ (1j * (BONDS + s) * hop[:, None])
        energy = np.sqrt(DELTA**2 + np.abs(f) ** 2)
        angle = energy * dt / (2 * HBAR_EV_FS)
        co, si = np.cos(angle), -1j * np.sin(angle) / energy
        c, a = (co * c + si * (DELTA * c + f * a),
                co * a + si * (f.conj() * c - DELTA * a))
        flow = 2 * np.real((c.conj() * a)[:, None] * velocity).mean(axis=0)
        s_new = anion_position(deformation((n + 1) / steps))
        moved += dt * flow / HBAR_EV_FS + np.mean(np.abs(a) ** 2) * (s_new - s_old)
        s_old = s_new
        c, a = (co * c + si * (DELTA * c + f * a),
                co * a + si * (f.conj() * c - DELTA * a))
    return moved


ramp = np.array([[0.02, 0, 0.01], [0, -0.01, 0], [0.01, 0, 0.015]])
dp_current = -2 * transported_centre(ramp)
p_start = reduced_dipole(IDENTITY)
dp_phase = reduced_dipole(IDENTITY + ramp) - p_start
assert np.max(np.abs(dp_phase)) > 1e-3
assert np.allclose(dp_current, dp_phase, rtol=0, atol=1e-5)


# ---- free slabs: surface charge per cell from the growth of the dipole
def slab_dipole(F, layers, shift):
    s = anion_position(F)
    hop = hoppings(F, s)
    grid = 2 * np.pi * np.arange(12) / 12
    k1, k2 = [g.ravel() for g in np.meshgrid(grid, grid)]
    lateral = np.exp(1j * (np.outer(k1, BONDS[:, 0]) + np.outer(k2, BONDS[:, 1])))
    H = np.zeros((k1.size, 2 * layers, 2 * layers), complex)
    for n in range(layers):
        H[:, n, n], H[:, layers + n, layers + n] = DELTA, -DELTA
        for step in (-1, 0):
            partner = n + shift + step
            if 0 <= partner < layers:
                pick = BONDS[:, 2] == step
                value = lateral[:, pick] @ hop[pick]
                H[:, n, layers + partner] = value
                H[:, layers + partner, n] = value.conj()
    states = np.linalg.eigh(H)[1][:, :, :layers]
    filling = 2 * np.sum(np.abs(states) ** 2, axis=2).mean(axis=0)
    index = np.arange(layers)
    return (np.sum((2 - filling[:layers]) * (index + shift))
            - np.sum(filling[layers:] * (index + s[2])))


def slab_charge(F, shift):
    return (slab_dipole(F, 16, shift) - slab_dipole(F, 12, shift)) / 4


# ---- proper and naive tensors on two branches
STEP = 2e-4
branches = [(0, 0, 0), (0, 0, 1)]
P_branch = [polarization(IDENTITY, p_start + 2 * np.array(b)) for b in branches]
proper = np.zeros((3, 3, 3))
naive = np.zeros((2, 3, 3, 3))
for j, k in itertools.product(range(3), repeat=2):
    change = np.zeros((3, 3))
    change[j, k] = STEP
    F_plus, F_minus = IDENTITY + change, IDENTITY - change
    p_plus, p_minus = reduced_dipole(F_plus), reduced_dipole(F_minus)
    proper[:, j, k] = TO_UC / VOLUME * CELL @ (p_plus - p_minus) / (2 * STEP)
    for b, cell in enumerate(branches):
        offset = 2 * np.array(cell)
        naive[b, :, j, k] = (polarization(F_plus, p_plus + offset)
                             - polarization(F_minus, p_minus + offset)) / (2 * STEP)
for b in range(2):
    correction = (np.einsum("ij,k->ijk", IDENTITY, P_branch[b])
                  - np.einsum("jk,i->ijk", IDENTITY, P_branch[b]))
    assert np.allclose(naive[b] - correction, proper, rtol=0, atol=2e-3)
assert np.allclose(proper, proper.transpose(0, 2, 1), rtol=0, atol=2e-3)
assert abs(naive[0, 2, 0, 0] - naive[1, 2, 0, 0]) > 100
assert abs(naive[0, 2, 2, 2] - naive[1, 2, 2, 2]) < 2e-3

slab_values = [slab_charge(IDENTITY, shift) for shift in (0, 1)]
slab_e31 = []
for shift in (0, 1):
    assert abs(slab_values[shift] - (p_start[2] + 2 * shift)) < 1e-5
    stretch = np.diag([STEP, 0, 0])
    slope = (slab_charge(IDENTITY + stretch, shift)
             - slab_charge(IDENTITY - stretch, shift)) / (2 * STEP)
    slab_e31.append(TO_UC / AREA * slope)
    assert abs(slab_e31[-1] - proper[2, 0, 0]) < 0.02

# ---- clamped-ion and internal-displacement parts
born = (reduced_dipole(IDENTITY, extra=STEP)[2]
        - reduced_dipole(IDENTITY, extra=-STEP)[2]) / (2 * STEP)
clamped = []
for j in range(3):
    change = np.zeros((3, 3))
    change[j, j] = STEP
    difference = (reduced_dipole(IDENTITY + change, relaxed=False)
                  - reduced_dipole(IDENTITY - change, relaxed=False))[2]
    clamped.append(TO_UC / AREA * difference / (2 * STEP))
    coefficient = INTERNAL_AXIAL if j == 2 else INTERNAL_INPLANE
    internal = TO_UC / AREA * born * coefficient
    assert abs(clamped[j] + internal - proper[2, j, j]) < 2e-3

# ---- capacitor example
p_centre = reduced_dipole(IDENTITY, extra=-U0)
P_switch = TO_UC / AREA * (p_start[2] - p_centre[2])
eta = 1e-3
F_film = np.diag([1 + eta, 1 + eta, 1.0])
p_film = reduced_dipole(F_film)
charge = TO_UC / AREA * (p_film[2] - p_start[2])
linear = eta * (proper[2, 0, 0] + proper[2, 1, 1])
assert abs(charge / linear - 1) < 0.02
naive_charge = [polarization(F_film, p_film + 2 * np.array(b))[2] - P_branch[i][2]
                for i, b in enumerate(branches)]
electrode_cm2 = 1e-4
thickness, screening, permittivity = 10.0, 0.05, 30.0

# ---- sizes of neglected effects
elastic_ratio = 0.3
F_free = np.diag([1 + eta, 1 + eta, 1 - 2 * elastic_ratio * eta])
charge_free = TO_UC / AREA * (reduced_dipole(F_free)[2] - p_start[2])
nodes, weights = np.polynomial.legendre.leggauss(12)
charge_grains = 0.0
for node, weight in zip(nodes, weights):
    cosine = 0.5 * (node + 1)
    sine = np.sqrt(1 - cosine**2)
    for azimuth in 2 * np.pi * np.arange(12) / 12:
        normal = np.array([sine * np.cos(azimuth), sine * np.sin(azimuth), cosine])
        in_plane = IDENTITY - np.outer(normal, normal)
        charge_grains += (0.5 * weight / 12 * eta
                          * np.einsum("i,ijk,jk", normal, proper, in_plane))
screen_factor = 1 / (1 + permittivity * screening / thickness)
residual_field = (abs(P_switch) * 0.01 * screening / thickness
                  / const.epsilon_0 * screen_factor)
open_field = abs(charge) * 0.01 / (const.epsilon_0 * permittivity)
barrier_eV = 2.0
tunnel_exponent = (4 * np.sqrt(2 * const.m_e) * (barrier_eV * E_CHARGE) ** 1.5
                   / (3 * const.hbar * E_CHARGE * residual_field))
f_mesh = bloch_factors([12, 12, 12]) @ hoppings(IDENTITY, anion_position(IDENTITY))
gap = 2 * np.sqrt(DELTA**2 + np.abs(f_mesh) ** 2).min()
temperature = 358.0
thermal_factor = np.exp(-gap * E_CHARGE / (2 * const.k * temperature))
pyro_rough = 5e-3
frequency, half_width = 1e7, 5e-5
inertial_field = (const.m_e * (2 * np.pi * frequency) ** 2 * eta * half_width
                  / E_CHARGE)

print("Model cell edges (nm):", *np.diag(CELL))
print(f"Onsite half-splitting {DELTA} eV; hopping {T0} eV at {D0} nm; power {POWER}")
print(f"Anion offset from midpoint: {U0} of cell = {U0*CELL[2,2]:.3f} nm")
print("Internal coefficients, in-plane and axial:", INTERNAL_INPLANE, INTERNAL_AXIAL)
print(f"Smallest band gap: {gap:.3f} eV")
print("Ramp strains 11, 22, 33, 13:", ramp[0, 0], ramp[1, 1], ramp[2, 2], ramp[0, 2])
print("Dipole change from current, axes 1 2 3:", *[f"{v:.6f}" for v in dp_current])
print("Dipole change from phases, axes 1 2 3:", *[f"{v:.6f}" for v in dp_phase])
print("Reduced dipole, axes 1 2 3:", *[f"{v:.5f}" for v in p_start])
print(f"Reduced dipole of centred crystal, axis 3: {p_centre[2]:.5f}")
print(f"Slab charge per cell, terminations A B: {slab_values[0]:.5f} {slab_values[1]:.5f} e")
print(f"Polarization quantum 2e/area: {2*TO_UC/AREA:.2f} uC/cm2")
print(f"Switching polarization from centred state: {P_switch:.2f} uC/cm2")
print(f"Formal P3, branches A B: {P_branch[0][2]:.2f} {P_branch[1][2]:.2f} uC/cm2")
print(f"Proper e31 e32 e33: {proper[2,0,0]:.2f} {proper[2,1,1]:.2f} {proper[2,2,2]:.2f} uC/cm2")
print(f"Proper e31 converted: {proper[2,0,0]/100:.4f} C/m2")
print(f"Proper e33 converted: {proper[2,2,2]/100:.4f} C/m2")
print(f"e31 from slabs A B: {slab_e31[0]:.2f} {slab_e31[1]:.2f} uC/cm2")
print(f"Naive 31, branches A B: {naive[0,2,0,0]:.2f} {naive[1,2,0,0]:.2f} uC/cm2")
print(f"Naive 33, branches A B: {naive[0,2,2,2]:.2f} {naive[1,2,2,2]:.2f} uC/cm2")
print(f"Proper 1,13 and 1,31: {proper[0,0,2]:.2f} {proper[0,2,0]:.2f} uC/cm2")
print(f"Naive 1,13, branches A B: {naive[0,0,0,2]:.2f} {naive[1,0,0,2]:.2f} uC/cm2")
print(f"Naive 1,31, branches A B: {naive[0,0,2,0]:.2f} {naive[1,0,2,0]:.2f} uC/cm2")
print(f"Dynamical charge of anion along axis 3: {born:.4f} e")
print("Clamped-ion e31 e32 e33:", *[f"{v:.2f}" for v in clamped], "uC/cm2")
print(f"Internal part of e31: {proper[2,0,0]-clamped[0]:.2f} uC/cm2")
print(f"Internal part of e33: {proper[2,2,2]-clamped[2]:.2f} uC/cm2")
print(f"Film: thickness {thickness} nm, electrode {electrode_cm2:.1e} cm2")
print(f"Equal in-plane strains: {100*eta:.2f} percent")
print(f"Transported charge density, full phases: {charge:.5f} uC/cm2")
print(f"Transported charge density, linear: {linear:.5f} uC/cm2")
print(f"Electrode charge: {charge*electrode_cm2*1e6:.3f} pC")
print(f"Naive charge density, branches A B: {naive_charge[0]:.5f} {naive_charge[1]:.5f} uC/cm2")
print(f"Nonlinear share at this strain: {100*(charge/linear-1):.3f} percent")
print(f"Rough elastic ratio c13/c33: {elastic_ratio}")
print(f"Charge density with free thickness: {charge_free:.5f} uC/cm2")
print(f"Charge density, grains random in upper hemisphere: {charge_grains:.5f} uC/cm2")
print(f"Rough screening length, both electrodes: {screening} nm; permittivity {permittivity}")
print(f"Charge factor from imperfect screening: {screen_factor:.3f}")
print(f"Residual field without trapped charge: {residual_field*1e-8:.3f} MV/cm")
print(f"Open-circuit field from strain: {open_field*1e-8:.4f} MV/cm")
print(f"Tunnelling exponent at residual field, {barrier_eV} eV barrier: {tunnel_exponent:.1f}")
print(f"Thermal carrier factor at {temperature} K: {thermal_factor:.2e}")
print(f"Rough pyroelectric charge per kelvin: {pyro_rough:.1e} uC/cm2")
print(f"Its share of strain charge, per kelvin: {100*pyro_rough/abs(charge):.2f} percent")
print(f"Inertia example: {frequency*1e-6:.0f} MHz, half-width {half_width*1e6:.0f} um")
print(f"Electron inertial field: {inertial_field*1e-8:.2e} MV/cm")
print("checks complete")
```

Output:

```
Model cell edges (nm): 0.26 0.25 0.5
Onsite half-splitting 3.0 eV; hopping 0.6 eV at 0.27 nm; power 3.5
Anion offset from midpoint: -0.1 of cell = -0.050 nm
Internal coefficients, in-plane and axial: 0.1 0.3
Smallest band gap: 6.000 eV
Ramp strains 11, 22, 33, 13: 0.02 -0.01 0.015 0.01
Dipole change from current, axes 1 2 3: -0.001300 -0.000000 -0.013320
Dipole change from phases, axes 1 2 3: -0.001300 -0.000000 -0.013320
Reduced dipole, axes 1 2 3: -1.00000 -1.00000 -0.78016
Reduced dipole of centred crystal, axis 3: -1.00000
Slab charge per cell, terminations A B: -0.78016 1.21984 e
Polarization quantum 2e/area: 492.98 uC/cm2
Switching polarization from centred state: 54.19 uC/cm2
Formal P3, branches A B: -192.30 300.68 uC/cm2
Proper e31 e32 e33: -61.73 -61.16 -176.14 uC/cm2
Proper e31 converted: -0.6173 C/m2
Proper e33 converted: -1.7614 C/m2
e31 from slabs A B: -61.73 -61.73 uC/cm2
Naive 31, branches A B: 130.57 -362.41 uC/cm2
Naive 33, branches A B: -176.14 -176.14 uC/cm2
Proper 1,13 and 1,31: -9.55 -9.55 uC/cm2
Naive 1,13, branches A B: -201.85 291.13 uC/cm2
Naive 1,31, branches A B: -9.55 -9.55 uC/cm2
Dynamical charge of anion along axis 3: -2.1978 e
Clamped-ion e31 e32 e33: -7.56 -6.99 -13.61 uC/cm2
Internal part of e31: -54.17 uC/cm2
Internal part of e33: -162.52 uC/cm2
Film: thickness 10.0 nm, electrode 1.0e-04 cm2
Equal in-plane strains: 0.10 percent
Transported charge density, full phases: -0.12291 uC/cm2
Transported charge density, linear: -0.12290 uC/cm2
Electrode charge: -12.291 pC
Naive charge density, branches A B: 0.26136 -0.72312 uC/cm2
Nonlinear share at this strain: 0.007 percent
Rough elastic ratio c13/c33: 0.3
Charge density with free thickness: -0.01731 uC/cm2
Charge density, grains random in upper hemisphere: -0.08553 uC/cm2
Rough screening length, both electrodes: 0.05 nm; permittivity 30.0
Charge factor from imperfect screening: 0.870
Residual field without trapped charge: 2.661 MV/cm
Open-circuit field from strain: 0.0463 MV/cm
Tunnelling exponent at residual field, 2.0 eV barrier: 72.6
Thermal carrier factor at 358.0 K: 5.85e-43
Rough pyroelectric charge per kelvin: 5.0e-03 uC/cm2
Its share of strain charge, per kelvin: 4.07 percent
Inertia example: 10 MHz, half-width 50 um
Electron inertial field: 1.12e-11 MV/cm
checks complete
```
